# Why UMP2 Energy Curves Have a Kink at the Coulson–Fischer Point: test program

```python
"""Slope discontinuity of UMP2 at the Coulson-Fischer point, Hubbard dimer.

Result under test: for two electrons on two sites (hopping t, repulsion U),
the UHF energy has a continuous slope dE/dU at U = 2t, while the second-order
energy E2 has slope -1/4 just below and +3/8 just above, a jump of 5/8.
Cause: the staggered moment m obeys m^2 ~ (U-2t)/t above the point, and E2
has a nonzero first derivative with respect to m^2.

Symbols: m = n(1,up) - n(2,up) = n(2,down) - n(1,down); K = coupling of the
reference to the double excitation; gap = virtual minus occupied Fock level;
field = staggered magnetic field; x = dimensionless stretch, t = t0*exp(-x).
Energies are in units of t (of t0 for the stretch curve).
"""
import numpy as np
from scipy.optimize import brentq, minimize

UNIT = np.eye(2)


def one_body(t, field):
    up = np.array([[-field, -t], [-t, field]])
    down = np.array([[field, -t], [-t, -field]])
    return up, down


def hamiltonian(U, t=1.0, field=0.0):
    """Full two-electron matrix in the basis (site of up) x (site of down)."""
    up, down = one_body(t, field)
    return (np.kron(up, UNIT) + np.kron(UNIT, down)
            + U * np.diag([1.0, 0.0, 0.0, 1.0]))


def fock(U, m, t=1.0, field=0.0):
    up, down = one_body(t, field)
    low, high = (1 - m) / 2, (1 + m) / 2
    return up + U * np.diag([low, high]), down + U * np.diag([high, low])


def moment(U, t=1.0, field=0.0):
    """Self-consistent moment; zero if a small trial moment shrinks."""
    def growth(m):
        v = np.linalg.eigh(fock(U, m, t, field)[0])[1][:, 0]
        return v[0]**2 - v[1]**2 - m
    if growth(1e-3) <= 0:
        return 0.0
    return brentq(growth, 1e-3, 1.0, xtol=1e-15, rtol=1e-14)


def ump2(U, t=1.0, field=0.0):
    """UHF energy, E2 from the sum over all states, largest single coupling."""
    f_up, f_down = fock(U, moment(U, t, field), t, field)
    e_up, c_up = np.linalg.eigh(f_up)
    e_down, c_down = np.linalg.eigh(f_down)
    states = np.kron(c_up, c_down)
    levels = np.add.outer(e_up, e_down).ravel()
    h = states.T @ hamiltonian(U, t, field) @ states
    second = -np.sum(h[1:, 0]**2 / (levels[1:] - levels[0]))
    return h[0, 0], second, max(abs(h[1, 0]), abs(h[2, 0]))


def orbitals(m):
    angle = np.arccos(m) / 2
    c, s = np.cos(angle), np.sin(angle)
    return (np.array([c, s]), np.array([-s, c]),
            np.array([s, c]), np.array([-c, s]))


def determinant_energy(U, m, t=1.0):
    occ_up, _, occ_down, _ = orbitals(m)
    psi = np.kron(occ_up, occ_down)
    return psi @ hamiltonian(U, t) @ psi


def double_parts(U, m, t=1.0):
    """K and diagonal Fock gap for any moment, self-consistent or not."""
    occ_up, vir_up, occ_down, vir_down = orbitals(m)
    K = np.kron(vir_up, vir_down) @ hamiltonian(U, t) @ np.kron(
        occ_up, occ_down)
    f_up = fock(U, m, t)[0]
    gap = vir_up @ f_up @ vir_up - occ_up @ f_up @ occ_up
    return K, gap


def double_energy(U, m, t=1.0):
    K, gap = double_parts(U, m, t)
    return -K**2 / (2 * gap)


def side_slope(func, x0, side, h=1e-3):
    return side * (-3 * func(x0) + 4 * func(x0 + side * h)
                   - func(x0 + 2 * side * h)) / (2 * h)


def central(func, x0, h):
    return (func(x0 + h) - func(x0 - h)) / (2 * h)


def hf(U):
    return ump2(U)[0]


def e2(U):
    return ump2(U)[1]


def total(U):
    return hf(U) + e2(U)


def exact(U):
    return np.linalg.eigvalsh(hamiltonian(U))[0]


# The mirror-symmetric solution is the lowest of all real determinants.
for U in (1.5, 2.5, 4.0):
    H = hamiltonian(U)

    def energy(angles):
        a, b = angles
        psi = np.kron([np.cos(a), np.sin(a)], [np.cos(b), np.sin(b)])
        return psi @ H @ psi
    grid = np.linspace(0, np.pi, 46)
    start = min(((a, b) for a in grid for b in grid), key=energy)
    assert abs(minimize(energy, start).fun - hf(U)) < 1e-7

# Closed forms against self-consistent diagonalization and sum over states.
for U in (0.7, 1.5, 2.0, 2.1, 2.5, 4.0):
    m = moment(U)
    broken = U > 2
    E_hf, E_2, single = ump2(U)
    K, gap = double_parts(U, m)
    assert abs(m**2 - (1 - 4 / U**2 if broken else 0)) < 1e-10
    assert abs(E_hf - (-2 / U if broken else -2 + U / 2)) < 1e-10
    assert abs(E_2 - (-2 / U**3 if broken else -U**2 / 16)) < 1e-10
    assert abs(gap - (U if broken else 2)) < 1e-10
    assert abs(K - U * (1 - m**2) / 2) < 1e-10
    assert abs(double_energy(U, m) - E_2) < 1e-10
    assert single < 1e-10
    assert abs(exact(U) - (U - np.sqrt(U**2 + 16)) / 2) < 1e-10
for m in (0.2, 0.6):  # off the self-consistent branch
    s = np.sqrt(1 - m**2)
    assert abs(determinant_energy(3.0, m) - (-2 * s + 1.5 * s**2)) < 1e-10
    assert abs(double_parts(3.0, m)[1] - (2 * s + 3 * m**2)) < 1e-10

print("Energies in units of t")
print("U/t    m        E_UHF     E2        E_UMP2    E_exact")
for U in (1.5, 2.0, 2.5):
    print(f"{U:.1f}  {moment(U):.5f}  {hf(U):.5f}  {e2(U):.5f}"
          f"  {total(U):.5f}  {exact(U):.5f}")
K, gap = double_parts(2.5, moment(2.5))
print(f"U/t = 2.5: coupling K = {K:.5f} t, gap = {gap:.5f} t")
print(f"U/t = 2.5: E2 with m held at 0 = {double_energy(2.5, 0.0):.5f} t")

# One-sided slopes at the Coulson-Fischer point.
slopes = {name: (side_slope(f, 2.0, -1), side_slope(f, 2.0, 1))
          for name, f in (("UHF", hf), ("E2", e2), ("UMP2", total),
                          ("exact", exact))}
assert np.allclose(slopes["UHF"], (0.5, 0.5), atol=1e-5)
assert np.allclose(slopes["E2"], (-0.25, 0.375), atol=1e-5)
assert np.allclose(slopes["UMP2"], (0.25, 0.875), atol=1e-5)
assert np.allclose(slopes["exact"], (1 - 1 / np.sqrt(5)) / 2, atol=1e-5)
print("Slopes dE/dU at U = 2t (dimensionless): below, above")
for name, (below, above) in slopes.items():
    print(f"  {name:5s} {below:.4f}  {above:.4f}")
jump = slopes["E2"][1] - slopes["E2"][0]
print(f"Jump of the E2 slope = {jump:.4f}")

h = 0.01
curvature = [(2 * hf(2.0) - 5 * hf(2 + s * h) + 4 * hf(2 + 2 * s * h)
              - hf(2 + 3 * s * h)) / h**2 for s in (-1, 1)]
assert abs(curvature[0]) < 1e-3 and abs(curvature[1] + 0.5) < 1e-3
print(f"UHF curvature below, above = {curvature[0] + 0.0:.3f},"
      f" {curvature[1]:.3f} 1/t")

# Vanishing derivative times diverging relaxation stays finite.
print("Approach from above: d = U/t - 2; P = (dE2/dm)*(dm/dU)")
print("d       m        dE2/dm (t)  dm/dU (1/t)  P")
for d in (0.1, 0.01, 0.001):
    U = 2 + d
    m = moment(U)
    dE2_dm = central(lambda q: double_energy(U, q), m, 1e-4)
    dm_dU = central(moment, U, 1e-3 * d)
    product = dE2_dm * dm_dU
    explicit = central(lambda u: double_energy(u, m), U, 1e-4)
    assert abs(explicit + product - 6 / U**4) < 1e-5
    assert abs(central(lambda q: determinant_energy(U, q), m, 1e-4)) < 1e-6
    print(f"{d:.3f}  {m:.5f}  {dE2_dm:.5f}     {dm_dU:.4f}"
          f"       {product:.4f}")
assert abs(product - 5 / 8) < 5e-3  # remaining offset is of order d
assert abs(central(lambda q: double_energy(2.0, q), 0.0, 1e-3)) < 1e-10

# Expansion in the moment: the general jump formula and its two sources.
q = 0.02  # small moment; relative truncation errors are of order q^2
K0, gap0 = double_parts(2.0, 0.0)
Kq, gapq = double_parts(2.0, q)
from_coupling = (K0**2 - Kq**2) / (2 * gap0) / q**2
from_gap = K0**2 * (1 / gap0 - 1 / gapq) / 2 / q**2
e2_coefficient = 2 * (double_energy(2.0, q) - double_energy(2.0, 0.0)) / q**2
quartic = 4 * (determinant_energy(2.0, q)
               - determinant_energy(2.0, 0.0)) / q**4


def quadratic(U):
    return 2 * (determinant_energy(U, q) - determinant_energy(U, 0.0)) / q**2


quadratic_rate = central(quadratic, 2.0, 0.1)
general_jump = -e2_coefficient * quadratic_rate / (2 * quartic)
assert abs(from_coupling - 1 / 2) < 1e-3
assert abs(from_gap - 1 / 8) < 1e-3
assert abs(e2_coefficient - 5 / 4) < 2e-3
assert abs(quartic - 1) < 2e-3 and abs(quadratic_rate + 1) < 2e-3
assert abs(general_jump - jump) < 2e-3
print("Expansion in m at U = 2t:")
print(f"  dE2/d(m^2) from weaker coupling = {from_coupling:.3f} t")
print(f"  dE2/d(m^2) from wider gap = {from_gap:.3f} t")
print(f"  e_2 = {e2_coefficient:.3f} t, b = {quartic:.3f} t,"
      f" da/dU = {quadratic_rate:.3f}")
print(f"  jump from -e_2*(da/dU)/(2b) = {general_jump:.3f}")

# Controls: no relaxation, or analytic relaxation, gives no kink.
frozen = [side_slope(lambda u: double_energy(u, 0.0), 2.0, s)
          for s in (-1, 1)]
assert np.allclose(frozen, -0.25, atol=1e-5)
print(f"E2 slopes with m held at 0: {frozen[0]:.4f}, {frozen[1]:.4f}")
field = 0.01
rounded = [side_slope(lambda u: ump2(u, 1.0, field)[1], 2.0, s, 1e-4)
           for s in (-1, 1)]
assert abs(rounded[1] - rounded[0]) < 1e-5
print(f"Staggered field {field} t: m at U = 2t is"
      f" {moment(2.0, 1.0, field):.4f}")
print(f"  E2 slopes below, above = {rounded[0]:.4f}, {rounded[1]:.4f}")

# The exact energy is concave in U; UMP2 is not, across the kink.
step = 0.1
bends = [f(2 - step) + f(2 + step) - 2 * f(2.0) for f in (exact, total)]
assert all(exact(u - step) + exact(u + step) < 2 * exact(u)
           for u in np.linspace(0.5, 5, 19))
assert bends[1] > 0
print(f"E(1.9t)+E(2.1t)-2E(2t): exact {bends[0]:.5f} t,"
      f" UMP2 {bends[1]:.5f} t")

# Potential curve: fixed U, hopping decaying with the stretch x.
U_fixed = 0.8
x_cf = brentq(lambda x: U_fixed - 2 * np.exp(-x), 0, 3, xtol=1e-14)


def curve(x):
    return sum(ump2(U_fixed, np.exp(-x))[:2])


def hf_curve(x):
    return ump2(U_fixed, np.exp(-x))[0]


left, right = (side_slope(curve, x_cf, s) for s in (-1, 1))
hf_left, hf_right = (side_slope(hf_curve, x_cf, s) for s in (-1, 1))
assert abs(right - left - 5 * U_fixed / 8) < 1e-4
assert abs(hf_right - hf_left) < 1e-4
print(f"Stretch curve, U = {U_fixed} t0: Coulson-Fischer x = {x_cf:.4f}")
print(f"  UMP2 dE/dx below, above = {left:.4f}, {right:.4f} t0")
print(f"  UMP2 jump = {right - left:.4f} t0")
print(f"  UHF dE/dx below, above = {hf_left:.4f}, {hf_right:.4f} t0")

print("all good")
```

Output:

```
Energies in units of t
U/t    m        E_UHF     E2        E_UMP2    E_exact
1.5  0.00000  -1.25000  -0.14062  -1.39062  -1.38600
2.0  0.00000  -1.00000  -0.25000  -1.25000  -1.23607
2.5  0.60000  -0.80000  -0.12800  -0.92800  -1.10850
U/t = 2.5: coupling K = 0.80000 t, gap = 2.50000 t
U/t = 2.5: E2 with m held at 0 = -0.39062 t
Slopes dE/dU at U = 2t (dimensionless): below, above
  UHF   0.5000  0.5000
  E2    -0.2500  0.3750
  UMP2  0.2500  0.8750
  exact 0.2764  0.2764
Jump of the E2 slope = 0.6250
UHF curvature below, above = -0.000, -0.500 1/t
Approach from above: d = U/t - 2; P = (dE2/dm)*(dm/dU)
d       m        dE2/dm (t)  dm/dU (1/t)  P
0.100  0.30491  0.35624     1.4165       0.5046
0.010  0.09963  0.12367     4.9442       0.6114
0.001  0.03161  0.03949     15.7936       0.6236
Expansion in m at U = 2t:
  dE2/d(m^2) from weaker coupling = 0.500 t
  dE2/d(m^2) from wider gap = 0.125 t
  e_2 = 1.250 t, b = 1.000 t, da/dU = -1.000
  jump from -e_2*(da/dU)/(2b) = 0.625
E2 slopes with m held at 0: -0.2500, -0.2500
Staggered field 0.01 t: m at U = 2t is 0.2665
  E2 slopes below, above = 0.1322, 0.1322
E(1.9t)+E(2.1t)-2E(2t): exact -0.00089 t, UMP2 0.05603 t
Stretch curve, U = 0.8 t0: Coulson-Fischer x = 0.9163
  UMP2 dE/dx below, above = 0.7000, 1.2000 t0
  UMP2 jump = 0.5000 t0
  UHF dE/dx below, above = 0.8000, 0.8000 t0
all good
```
